# Logarithmic roughness of two-dimensional Edwards–Wilkinson surfaces, part 1

(Sections cited here and not found follow in the second part.)

## I. The saturated surface

### 1. Four cells

Divide a growing surface into square cells of side $a$, and let $h_r$ be the height of cell $r$. Two things happen. Atoms arrive at random, and material moves from high cells to lower neighbours. In the simplest linear form,

$$\frac{dh_r}{dt}=\frac{\nu}{a^2}\sum_{r'\,\text{next to}\,r}(h_{r'}-h_r)+\eta_r(t),\qquad \langle\eta_r(t)\eta_{r'}(t')\rangle=\frac{2D}{a^2}\,\delta_{rr'}\,\delta(t-t').\tag{1}$$

Here $\nu$ measures the smoothing and $D$ the noise. The steady mean growth has been removed, so $\eta_r$ has zero mean. The noise is Gaussian.

Take only $2\times2$ cells and close the surface on itself, so that a cell meets the same neighbour on its left and on its right, and likewise above and below. Apart from a uniform shift, three height patterns exist: stripes in one direction, stripes in the other, and a checkerboard. In a stripe pattern with heights $\pm1$, a cell at $+1$ has two neighbours at $-1$ and two at $+1$. The sum in (1) is $2(-1-1)=-4$, so the pattern decays at the rate $4\nu/a^2$. In the checkerboard all four neighbours differ, and the rate is $8\nu/a^2$.

Write each rate as $\Gamma=\nu\lambda/a^2$, with $\lambda=4,4,8$. Let $c$ be the amplitude of a pattern whose squared cell values add up to one. Projection on such a pattern leaves the noise strength unchanged, so

$$\dot c=-\Gamma c+\xi,\qquad \langle\xi(t)\xi(t')\rangle=\frac{2D}{a^2}\delta(t-t').$$

From a flat start, $c(t)=\int_0^t e^{-\Gamma(t-s)}\xi(s)\,ds$. Squaring and averaging removes one of the two time integrals:

$$\langle c^2\rangle=\frac{2D}{a^2}\int_0^t e^{-2\Gamma(t-s)}ds=\frac{D}{a^2\Gamma}\left(1-e^{-2\Gamma t}\right)=\frac{D}{\nu\lambda}\left(1-e^{-2\Gamma t}\right).\tag{2}$$

The cell area has cancelled. At late times each pattern holds the variance $D/(\nu\lambda)$: slowly decaying patterns are the rough ones.

The roughness variance $W^2$ is the mean over cells of the squared height, measured from the instantaneous mean height. For four cells,

$$W^2=\frac{D}{\nu}\cdot\frac14\left(\frac14+\frac14+\frac18\right)=0.156\,\frac{D}{\nu}.$$

For $4\times4$ cells the same counting gives $\lambda=2,4,6,8$ occurring $4,6,4,1$ times. Then

$$W^2=\frac D\nu\cdot\frac1{16}\left(\frac42+\frac64+\frac46+\frac18\right)=0.268\,\frac D\nu .$$

For $8\times8$ cells the sum is $0.379\,D/\nu$. Each doubling of the side adds about $0.11\,D/\nu$. A gain of a fixed amount at each doubling is the mark of logarithmic growth. A power law would instead be multiplied by a fixed factor.

### 2. The equation and its modes

For heights that vary slowly from cell to cell, (1) becomes the Edwards–Wilkinson equation,

$$\frac{\partial h}{\partial t}=\nu\nabla^2h+\eta,\qquad \langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,\delta^2(\mathbf x-\mathbf x')\,\delta(t-t').$$

The factor $1/a^2$ in the noise strength of (1) comes from averaging this noise over a cell. The cell side $a$ must be kept, as will appear shortly.

Let the substrate be an $L\times L$ square with periodic edges and $N=L/a$ cells along each side. The patterns are waves $e^{i\mathbf q\cdot\mathbf r}$, where $\mathbf r$ counts cells and $q_x,q_y=2\pi n/N$ with $n=0,\dots,N-1$. The two neighbours in the $x$ direction contribute $e^{iq_x}+e^{-iq_x}-2=2\cos q_x-2$, and $y$ adds the same form. Hence

$$\lambda_{\mathbf q}=4-2\cos q_x-2\cos q_y .\tag{3}$$

Sines and cosines normalised as above form an orthonormal set, so the summed squared height is the sum of the squared amplitudes. With (2),

$$W^2(t)=\frac{D}{\nu}\,\frac1{N^2}\sum_{\mathbf q\ne0}\frac{1-e^{-2\nu\lambda_{\mathbf q}t/a^2}}{\lambda_{\mathbf q}} .\tag{4}$$

The term $\mathbf q=0$ is the mean height. It has no restoring force and wanders with variance $2Dt/L^2$, but it is not roughness and is left out. At late times,

$$W^2=\frac D\nu\,S_N,\qquad S_N=\frac1{N^2}\sum_{\mathbf q\neq0}\frac1{\lambda_{\mathbf q}} .\tag{5}$$

### 3. Why two dimensions give a logarithm

For long waves $\lambda\approx q^2$. The allowed $\mathbf q$ lie on a grid of spacing $2\pi/N$, so a sum over them is $N^2\int d^2q/(2\pi)^2$. Between the smallest value $2\pi/N$ and a largest value of about $\pi$,

$$S_N\approx\int\frac{2\pi q\,dq}{(2\pi)^2}\frac1{q^2}=\frac1{2\pi}\int_{2\pi/N}^{\pi}\frac{dq}{q}=\frac1{2\pi}\ln\frac N2 .$$

The number of waves in a ring grows as $q\,dq$, while the variance of each falls as $1/q^2$. Every factor of two in wavelength therefore contributes the same amount, $\ln2/(2\pi)=0.110$. Doubling $L$ admits one more such band. This is the increment found with the small squares.

The estimate also shows why a cutoff is needed. If $a\to0$ at fixed $L$, short waves contribute without limit and $W^2$ diverges. A roughness variance in this model has meaning only together with the smallest length over which heights are averaged.

In $d$ dimensions the cell noise is $2D/a^d$, and (5) becomes $W^2=(D/\nu)a^{2-d}N^{-d}\sum1/\lambda$. The integral is now over $q^{d-3}dq$. For $d=1$ it is dominated by the longest waves. The sum derived in (9) below then gives

$$W^2_{d=1}=\frac{D}{\nu}\,\frac{a(N^2-1)}{12N}\approx\frac{DL}{12\nu},$$

a true power law. For $d=3$ the integral converges at small $q$, and the variance stays bounded. The sums $N^{-3}\sum1/\lambda$ for $N=16,32,64$ are 0.2386, 0.2457 and 0.2492, with increments that halve. Two dimensions are the borderline.

### 4. Summing one direction

The estimate leaves the additive constant open. To find it, sum (5) first over $q_y$. With $z=e^{-\mu+i\theta}$ and $\mu>0$, a geometric series gives

$$1+2\sum_{k\ge1}e^{-k\mu}\cos k\theta=\mathrm{Re}\,\frac{1+z}{1-z}=\frac{1-|z|^2}{|1-z|^2}=\frac{\sinh\mu}{\cosh\mu-\cos\theta}.\tag{6}$$

Put $\theta=2\pi n/N$ and add over $n=0,\dots,N-1$. The cosines cancel unless $k$ is a multiple of $N$, in which case they add to $N$. The left side becomes $N(1+2\sum_{j\ge1}e^{-jN\mu})=N\coth(N\mu/2)$. Dividing by $2\sinh\mu$,

$$\sum_{n=0}^{N-1}\frac1{2\cosh\mu-2\cos(2\pi n/N)}=\frac{N\coth(N\mu/2)}{2\sinh\mu}.\tag{7}$$

In (3), fix $q_x=2\pi m/N$ with $m\ne0$ and set $2\cosh\mu_m=4-2\cos q_x$. Subtracting 2 from both sides gives $4\sinh^2(\mu_m/2)=4\sin^2(\pi m/N)$. With $s_m=\sin(\pi m/N)$ this means

$$\sinh\frac{\mu_m}2=s_m,\qquad \sinh\mu_m=2s_m\sqrt{1+s_m^2}.\tag{8}$$

The row $m=0$ lacks its term $n=0$. Subtract that term, $1/(2\cosh\mu-2)$, from (7) and let $\mu\to0$. Since $\coth x=1/x+x/3+\dots$, the right side of (7) is

$$\left(\frac1{\mu^2}+\frac{N^2}{12}\right)\left(1-\frac{\mu^2}6\right)+\dots=\frac1{\mu^2}+\frac{N^2}{12}-\frac16+\dots,$$

while $1/(2\cosh\mu-2)=1/\mu^2-1/12+\dots$. The difference is

$$\sum_{n=1}^{N-1}\frac1{4\sin^2(\pi n/N)}=\frac{N^2-1}{12}.\tag{9}$$

This is also the one-dimensional sum used above. Collecting the rows and writing $\coth(x/2)=1+2/(e^x-1)$,

$$S_N=\frac{N^2-1}{12N^2}+A_N+B_N,\tag{10}$$

$$A_N=\frac1{4N}\sum_{m=1}^{N-1}\frac1{s_m\sqrt{1+s_m^2}},\qquad B_N=\frac1{2N}\sum_{m=1}^{N-1}\frac{1}{s_m\sqrt{1+s_m^2}\,(e^{N\mu_m}-1)} .$$

Nothing has been approximated so far.

### 5. The part containing the logarithm

Split the summand of $A_N$ as

$$\frac1{s\sqrt{1+s^2}}=\frac1s-f(s),\qquad f(s)=\frac1s\left(1-\frac1{\sqrt{1+s^2}}\right).$$

For small $s$, $f\approx s/2$, so its sum may be replaced by an integral: $N^{-1}\sum f\to\pi^{-1}\int_0^\pi f(\sin\theta)\,d\theta$. With $c=\cos\theta$,

$$\int_0^\pi f\,d\theta=\int_{-1}^1\frac{dc}{1-c^2}\left(1-\frac1{\sqrt{2-c^2}}\right)=2\lim_{c\to1}\left[\operatorname{artanh}c-\operatorname{artanh}\frac{c}{\sqrt{2-c^2}}\right].$$

The second antiderivative follows from $w=c/\sqrt{2-c^2}$, for which $dw=2\,dc/(2-c^2)^{3/2}$ and $1-w^2=2(1-c^2)/(2-c^2)$. At $c=1-\epsilon$ one has $w\approx1-2\epsilon$. Since $\operatorname{artanh}(1-\epsilon)\approx\frac12\ln(2/\epsilon)$, the bracket tends to $\frac12\ln2$ and the integral is $\ln2$.

For the sum of $1/s_m$, write $1/\sin x=1/x+1/(\pi-x)+r(x)$, where $r$ is smooth on $[0,\pi]$. The first two terms each give $(N/\pi)\sum_{m=1}^{N-1}1/m\approx(N/\pi)[\ln N+\gamma-1/(2N)]$, with Euler's constant $\gamma$. Next,

$$\int_0^\pi r\,dx=\left[\ln\tan\frac x2-\ln x+\ln(\pi-x)\right]_0^\pi=\ln\frac2\pi-\ln\frac\pi2=2\ln\frac2\pi .$$

The sum of $r$ lacks the end points of the trapezoidal rule. It is therefore $(N/\pi)\int r\,dx-\frac12[r(0)+r(\pi)]$, and $r(0)=r(\pi)=-1/\pi$ makes the last part $+1/\pi$. This cancels the $-1/\pi$ from the two harmonic sums. Thus

$$\sum_{m=1}^{N-1}\frac1{s_m}=\frac{2N}\pi\left(\ln N+\gamma+\ln\frac2\pi\right)+O(1/N),$$

$$A_N\to\frac1{2\pi}\left(\ln N+\gamma+\ln\frac2\pi\right)-\frac{\ln2}{4\pi}=\frac1{2\pi}\left(\ln N+\gamma+\tfrac12\ln2-\ln\pi\right).\tag{11}$$

### 6. The remaining constant

In $B_N$ the exponential suppresses all terms except those with $m$ near 0 or near $N$. There $N\mu_m\to2\pi m$ and $s_m\to\pi m/N$, with $m$ counted from the nearer end. The two ends give

$$B_N\to2\cdot\frac12\sum_{m\ge1}\frac1{\pi m(e^{2\pi m}-1)}=\frac1\pi\sum_{k\ge1}\sum_{m\ge1}\frac{e^{-2\pi mk}}m=-\frac1\pi\ln P,\quad P=\prod_{k\ge1}(1-e^{-2\pi k}).$$

Adding this, (11) and the first term of (10), which tends to $1/12$,

$$W^2=\frac D{2\pi\nu}\left[\ln\frac La+C\right],\qquad C=\gamma+\tfrac12\ln2-\ln\pi+\frac\pi6-2\ln P .\tag{12}$$

Two factors of the product suffice for the digits needed: $\ln P=-0.001873$. Then $C=0.577216+0.346574-1.144730+0.523599+0.003745=0.306404$.

The combination $e^{-\pi/12}P$ is the Dedekind function at the point $i$, with the known value $\Gamma(1/4)/(2\pi^{3/4})$. It allows the compact form $C=\gamma+\frac52\ln2+\frac12\ln\pi-2\ln\Gamma(1/4)$. The argument does not depend on this identity, since the product already fixes the number.

At $N=512$, direct summation of (5) and formula (12) both give $S_N=1.041626$. The mode sum lies below the formula by about $0.029/N^2$ at $N=128$, and this difference was tested to fall by a factor of four at each doubling from 32 to 128.

### 7. What a fitted exponent would show

If $W\propto L^\alpha$ is fitted over a short range of sizes, the result is the local slope

$$\alpha_{\rm loc}=\frac{d\ln W}{d\ln L}=\frac12\,\frac{d\ln W^2}{d\ln L}=\frac1{2[\ln(L/a)+C]} .\tag{13}$$

At $L/a=100$ this is 0.10, and it tends to zero as $L$ grows. A small positive exponent from a narrow range is therefore compatible with the logarithm. The two are separated by a wide range of sizes: the slope (13) drifts downwards, whereas that of a power law stays fixed.

## II. Growth, neglected effects and a sputtered film

### 8. Results carried over

The surface has side $L$, cells of side $a$, and $N=L/a$. Smoothing is $\nu$ and noise is $D$. Each wave has the number $\lambda=4-2\cos q_x-2\cos q_y$ and decays at the rate $\nu\lambda/a^2$. At saturation its squared amplitude is $D/(\nu\lambda)$. The saturated variance is $W^2=(D/\nu)S_N$ with $S_N=[\ln N+C]/(2\pi)$ and $C=0.3064$. From a flat start, each term is multiplied by $1-e^{-2\nu\lambda t/a^2}$.

### 9. Before saturation

Let $\tau=\nu t/a^2$. When $1\ll\tau\ll N^2$, the long waves have not yet grown to their full variance, and the factor $1-e^{-2\lambda\tau}$ removes the singularity at small $q$. The sum may then be replaced by an integral without $N$. With $T=2\tau$,

$$\frac{\nu W^2}D\approx F(T)=\int\frac{d^2q}{(2\pi)^2}\frac{1-e^{-\lambda T}}\lambda=\int_0^Tp(s)\,ds,\qquad p(s)=\int\frac{d^2q}{(2\pi)^2}e^{-\lambda s}.$$

For large $s$ only small $q$ matter, and $p(s)\approx\int d^2q\,e^{-q^2s}/(2\pi)^2=1/(4\pi s)$. Hence $F(T)\approx(\ln T+c)/(4\pi)$.

To find $c$, consider for small $\epsilon$

$$G(\epsilon)=\int\frac{d^2q}{(2\pi)^2}\frac1{\lambda+\epsilon}=\int_0^\infty e^{-\epsilon s}p(s)\,ds=\epsilon\int_0^\infty e^{-\epsilon T}F(T)\,dT .$$

The last step is an integration by parts with $F(0)=0$. Insert the large-$T$ form of $F$. The error made at small $T$ is multiplied by $\epsilon$ and vanishes. Since $\int_0^\infty e^{-u}\ln u\,du=-\gamma$,

$$G(\epsilon)\to\frac1{4\pi}\left(c-\gamma-\ln\epsilon\right).\tag{14}$$

Now compute $G$ directly. Averaging (6) over $\theta$ leaves 1, so the average of $1/(2\cosh\mu-2\cos\theta)$ is $1/(2\sinh\mu)$. Here $2\cosh\mu=4+\epsilon-2\cos q_x$. With $y=q_x/2$,

$$2\sinh\mu=\sqrt{(2\cosh\mu-2)(2\cosh\mu+2)}=\sqrt{(4\sin^2y+\epsilon)(4+4\sin^2y+\epsilon)} .$$

The second factor may drop its $\epsilon$. With $\delta=\epsilon/4$, and using the symmetry of the range of $q_x$,

$$G\approx\frac1{2\pi}\int_0^{\pi/2}\frac{dy}{\sqrt{\sin^2y+\delta}\,\sqrt{1+\sin^2y}} .$$

Replacing $1/\sqrt{1+\sin^2y}$ by 1 overcounts by $\int_0^{\pi/2}f(\sin y)\,dy=\frac12\ln2$, half of the integral in Section 5. In what remains, add and subtract $\cos y$ in the numerator:

$$\int_0^{\pi/2}\frac{dy}{\sqrt{\sin^2y+\delta}}\to\operatorname{arsinh}\frac1{\sqrt\delta}+\int_0^{\pi/2}\frac{1-\cos y}{\sin y}dy\to\ln\frac2{\sqrt\delta}+\ln2 .$$

The last integrand is $\tan(y/2)$, whose integral is $-2\ln\cos(\pi/4)=\ln2$. Altogether,

$$G\to\frac1{2\pi}\left(\ln4-\tfrac12\ln\frac\epsilon4-\tfrac12\ln2\right)=\frac1{4\pi}\ln\frac{32}\epsilon .$$

Comparison with (14) gives $c=\gamma+\ln32$. Since $T=2\tau$,

$$W^2(t)=\frac D{4\pi\nu}\left[\ln\frac{64\nu t}{a^2}+\gamma\right],\qquad a^2\ll\nu t\ll L^2 .\tag{15}$$

The variance is logarithmic in time and does not contain $L$. When $L$ is the side of the whole patch, the roughness variance therefore grows as $\ln L$ only after saturation. A square window of side $\ell$ on a larger surface behaves differently. Measured from the window's own mean height, its variance already grows as $\ln\ell$ before the surface saturates, provided $a\ll\ell\ll\sqrt{62\,\nu t}$. Its constant is about 0.81 in place of $C$. At $\tau=100$, numerical integration of $p$ gives $F=0.74330$, and (15) gives 0.74335.

The roughness variance of a periodic patch grows as the logarithm of time before saturation, independently of the patch size, and its saturated value grows as the logarithm of that size. It remains to find when one law gives way to the other, to apply the results to a sputtered film, and to examine the neglected effects and the limits of the linear equation.
